**Void growth by grain-boundary diffusion with uniform plating**

The program tests $dV/dt=4\pi M(\sigma-\sigma_0)/Q$, with $Q=\ln(1/f)-(3-f)(1-f)/2$. Here $V$ is the void volume, $f$ the void area fraction, $\sigma$ the applied tension, $\sigma_0$ the capillary stress and $M=\delta D_b\Omega/(kT)$ the boundary transport coefficient. It asserts agreement with a finite-volume solution at four area fractions, in which the plating speed is an unknown fixed by force balance. Further assertions cover the void volume and capillary stress, the energy balance, the coalescence integral $16/315$ and the elastic half-space response. For the rough copper parameters at 473 K, the output gives an initial growth rate of about 27 nm³/s. In a confined line with the chosen stiffness and void spacing, stress loss arrests growth at an edge radius near 47 nm. Stress-dependent vacancy concentration raises the initial rate by a factor of 1.41, while replacing the circular cell by a square one changes $Q$ by about 1.3%.

## Numerical check

```python
# Result under test: diffusive growth of periodic voids on a grain boundary,
#   dV/dt = 4 pi M (sigma - sigma0) / Q(f),
#   Q(f) = ln(1/f) - (3-f)(1-f)/2,  f = (a/b)^2,
# a: void edge radius, b: cell radius, M = (width*D_b)*Omega/(kT),
# sigma: applied normal tension, sigma0 = 2 gamma_s sin(psi)/a,
# psi: angle between void surface and boundary plane, V: total void volume.
# Working units: nm, MPa, s; energy unit MPa nm^3 = 1e-21 J.
import numpy as np
import sympy as sp
from scipy.constants import k as k_B, e as q_e
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq


def Q(f):
    return np.log(1 / f) - (3 - f) * (1 - f) / 2


def numerical_opening(f, s_applied, s_cap, n=400):
    """Finite volumes, b = M = 1; unknown stresses and plating speed."""
    a = np.sqrt(f)
    faces = np.linspace(a, 1, n + 1)
    d = faces[1] - faces[0]
    ring = (faces[1:]**2 - faces[:-1]**2) / 2
    A = np.zeros((n + 1, n + 1))
    rhs = np.zeros(n + 1)
    for i in range(n):
        if i < n - 1:
            g = faces[i + 1] / d
            A[i, i] -= g
            A[i, i + 1] += g
        g = faces[i] / (d if i else d / 2)
        A[i, i] -= g
        if i:
            A[i, i - 1] += g
        else:
            rhs[i] -= g * s_cap
        A[i, n] = ring[i]
    A[n, :n] = 2 * ring
    rhs[n] = s_applied - f * s_cap
    return np.linalg.solve(A, rhs)[n]


# Growth law against the discretized diffusion and force balance
for f_test in (0.02, 0.1, 0.4, 0.9):
    w_num = numerical_opening(f_test, 3.0, 0.7)
    w_law = 4 * (3.0 - 0.7) / Q(f_test)
    assert abs(w_num / w_law - 1) < 2e-3
eps = 0.4
series = sum(eps**m / m for m in range(3, 100))
assert abs(series - Q(1 - eps)) < 1e-12
assert abs(Q(0.99) / (0.01**3 / 3) - 1) < 0.01

# Coalescence integral using only numerically solved opening speeds
nodes, weights = np.polynomial.legendre.leggauss(12)
x_nodes = (nodes + 1) / 2
coal_num = sum(wt / 2 * x**2 * 4 / numerical_opening(x**2, 1.0, 0.0)
               for x, wt in zip(x_nodes, weights))
assert abs(coal_num / (16 / 315) - 1) < 5e-3

# Rough parameters typical of a copper interconnect
T = 473.0
a0, b = 30.0, 150.0
sigma = 250.0
gamma_s, gamma_b = 1700.0, 600.0       # MPa nm; 1000 MPa nm = 1 J/m^2
Omega = 0.0118
width_D0, E_act = 5e12, 1.08           # nm^3/s, eV
kT = k_B * T * 1e21
width_D = width_D0 * np.exp(-E_act * q_e / (k_B * T))
M = width_D * Omega / kT
psi = np.arccos(gamma_b / (2 * gamma_s))
h = (1 / (1 + np.cos(psi)) - np.cos(psi) / 2) / np.sin(psi)


def volume(a):
    return 4 * np.pi / 3 * h * a**3


def cap_stress(a):
    return 2 * gamma_s * np.sin(psi) / a


def lens_quadrature(a):
    """Volume and interfacial energy of the two-cap void."""
    R = a / np.sin(psi)
    v = quad(lambda r: 4 * np.pi * r
             * (np.sqrt(R**2 - r**2) - R * np.cos(psi)), 0, a)[0]
    area = quad(lambda r: 4 * np.pi * r * R
                / np.sqrt(R**2 - r**2), 0, a)[0]
    return v, gamma_s * area - gamma_b * np.pi * a**2


v_lo, g_lo = lens_quadrature(a0 * 0.999)
v_hi, g_hi = lens_quadrature(a0 * 1.001)
dG_dV = (g_hi - g_lo) / (v_hi - v_lo)
assert abs(lens_quadrature(a0)[0] / volume(a0) - 1) < 1e-8
assert abs(dG_dV / cap_stress(a0) - 1) < 1e-5

f0 = (a0 / b)**2
s0 = cap_stress(a0)
opening = 4 * M * (sigma - s0) / (b**2 * Q(f0))
V_rate = np.pi * b**2 * opening
a_rate = M * (sigma - s0) / (a0**2 * h * Q(f0))
dt = 1e-3 * a0 / a_rate
dV_num = (lens_quadrature(a0 + a_rate * dt)[0]
          - lens_quadrature(a0 - a_rate * dt)[0]) / (2 * dt)
assert abs(dV_num / V_rate - 1) < 1e-5


def profile(r):
    return s0 + opening / (2 * M) * (b**2 * np.log(r / a0)
                                     - (r**2 - a0**2) / 2)


# Applied power - interfacial energy rate = diffusive dissipation,
# with the flux taken by finite differences of the stress profile
def dissipation_density(r):
    step = 1e-3
    slope = (profile(r + step) - profile(r - step)) / (2 * step)
    return 2 * np.pi * r * M * slope**2


dissipation = quad(dissipation_density, a0, b)[0]
net_power = sigma * np.pi * b**2 * opening - dG_dV * V_rate
assert abs(dissipation / net_power - 1) < 1e-4
wrong_power = (sigma - (1 - f0) * s0) * np.pi * b**2 * opening
assert abs(dissipation / wrong_power - 1) > 0.01


# Square array with the same void area fraction, half side = 1
def square_Q(f):
    a = np.sqrt(4 * f / np.pi)
    y = np.linspace(0, 1, 60)
    z = 1 + 1j * y
    orders = 4 * np.arange(1, 9)
    scale = np.sqrt(2.0)**orders
    cols = [(m * z**(m - 1) + m * a**(2 * m) * z**(-m - 1)).real / s
            for m, s in zip(orders, scale)]
    A_log = 4 / (2 * np.pi)
    target = -(A_log / np.abs(z)**2 - 0.5)
    mat = np.array(cols).T
    c = np.linalg.lstsq(mat, target, rcond=None)[0]
    assert np.max(np.abs(mat @ c - target)) < 1e-4
    t, wt = np.polynomial.legendre.leggauss(40)
    total = 0.0
    for th, wth in zip((t + 1) * np.pi / 8, wt * np.pi / 8):
        top = 1 / np.cos(th)
        r = a + (t + 1) * (top - a) / 2
        phi = A_log * np.log(r / a) - (r**2 - a**2) / 4
        for m, s, coef in zip(orders, scale, c):
            phi += coef * (r**m - a**(2 * m) * r**(-float(m))) \
                * np.cos(m * th) / s
        total += wth * np.sum(wt * r * phi) * (top - a) / 2
    return 4 * np.pi * (8 * total / 4) / 4


Q_square = square_Q(f0)
assert abs(Q_square / Q(f0) - 1) < 0.03

# Elastic half-space under periodic pressure: surface displacement
x, y = sp.symbols('x y', real=True)
kk, p, E, nu = sp.symbols('k p E nu', positive=True)
airy = -p / kk**2 * sp.cos(kk * x) * (1 + kk * y) * sp.exp(-kk * y)
sxx, syy = sp.diff(airy, y, 2), sp.diff(airy, x, 2)
lap = sxx + syy
assert sp.simplify(sp.diff(lap, x, 2) + sp.diff(lap, y, 2)) == 0
assert sp.simplify(sp.diff(airy, x, y).subs(y, 0)) == 0
strain = ((1 - nu**2) * syy - nu * (1 + nu) * sxx) / E
yp = sp.symbols('yp', positive=True)
disp = sp.integrate(sp.expand(strain.subs(x, 0).subs(y, yp)),
                    (yp, 0, sp.oo))
assert sp.simplify(disp - 2 * (1 - nu**2) * p / (E * kk)) == 0
plane_modulus = 120e3 / (1 - 0.34**2)
k_mode = 3.8317 / b                    # first zero of Bessel J1
tau_elastic = 4 / (M * plane_modulus * k_mode**3)

# Stress loss as the boundary opens in a confined line
stiffness, spacing = 100e3, 2000.0     # MPa, nm


def line_stress(a):
    return sigma - stiffness / spacing * (volume(a) - volume(a0)) \
        / (np.pi * b**2)


def radius_speed(a, relaxing):
    s = line_stress(a) if relaxing else sigma
    return M * (s - cap_stress(a)) / (a**2 * h * Q((a / b)**2))


a_arrest = brentq(lambda a: line_stress(a) - cap_stress(a), a0, 0.9 * b)
march = solve_ivp(lambda t, v: [radius_speed(v[0], True)], (0, 3e6),
                  [a0], method='Radau', rtol=1e-7, atol=1e-7)
assert march.success and abs(march.y[0, -1] / a_arrest - 1) < 1e-4
t40_held = quad(lambda a: 1 / radius_speed(a, False), a0, 40)[0]
t40_relax = quad(lambda a: 1 / radius_speed(a, True), a0, 40)[0]
t_contact = quad(lambda a: a**2 * h * Q((a / b)**2)
                 / (M * (sigma - cap_stress(a))), a0, b)[0]
t_ideal = 16 * h * b**3 / (315 * M * sigma)


# Vacancy concentration, hence diffusivity, rising as exp(stress*Omega/kT)
def vacancy_factor(scale):
    s_app, s_edge = scale * sigma, scale * s0
    t, wt = np.polynomial.legendre.leggauss(80)
    r = a0 + (t + 1) * (b - a0) / 2
    shape = (b**2 * np.log(r / a0) - (r**2 - a0**2) / 2) / (2 * M)
    linear = scale * opening

    def imbalance(factor):
        local = kT / Omega * np.log(np.exp(s_edge * Omega / kT)
                                    + factor * linear * shape * Omega / kT)
        mean = np.sum(wt * 2 * r * local) * (b - a0) / 2 / b**2
        return (mean + f0 * s_edge - s_app) / scale
    return brentq(imbalance, 0.1, 10)


assert abs(vacancy_factor(1e-3) - 1) < 2e-3
vac_factor = vacancy_factor(1.0)

# Surface diffusivity that keeps the capillary stress uniform to 10%
R0 = a0 / np.sin(psi)
tip_flux = opening * (b**2 - a0**2) / (2 * a0)
drop_times_Ms = quad(lambda th: tip_flux / 2 * np.tan(th / 2)
                     / np.tan(psi / 2) * R0, 0, psi)[0]
surface_ratio = drop_times_Ms / (0.1 * s0) / M
D_lattice = 2e13 * np.exp(-2.04 * q_e / (k_B * T))
lattice_ratio = D_lattice * b / width_D
T_use = 373.0
M_use = width_D0 * np.exp(-E_act * q_e / (k_B * T_use)) \
    * Omega / (k_B * T_use * 1e21)


def show(label, value, unit=''):
    print(f'{label}: {value:.4g} {unit}'.rstrip())


show('Temperature', T, 'K')
show('Void edge radius a', a0, 'nm')
show('Cell radius b', b, 'nm')
show('Applied tension', sigma, 'MPa')
show('Surface energy', gamma_s / 1000, 'J/m^2')
show('Grain-boundary energy', gamma_b / 1000, 'J/m^2')
show('Atomic volume', Omega, 'nm^3')
show('Boundary width*D prefactor', width_D0, 'nm^3/s')
show('Boundary activation energy', E_act, 'eV')
show('kT', k_B * T / q_e, 'eV')
show('Boundary width*D at temperature', width_D, 'nm^3/s')
show('Transport coefficient M', M, 'nm^3/(MPa s)')
show('Void angle psi', np.degrees(psi), 'degrees')
show('Void volume factor h', h)
show('Void area fraction f', f0)
show('Denominator Q', Q(f0))
show('Capillary stress', s0, 'MPa')
show('Critical void radius', s0 * a0 / sigma, 'nm')
show('Boundary stress at cell rim', profile(b), 'MPa')
show('Opening speed', opening * 3600, 'nm/h')
show('Void volume', volume(a0), 'nm^3')
show('Void volume rate', V_rate, 'nm^3/s')
show('Void volume rate, converted', V_rate * 3600, 'nm^3/h')
show('Part removed by diffusion', (1 - f0) * V_rate, 'nm^3/s')
show('Edge radius rate', a_rate * 3600, 'nm/h')
show('Dissipation / net power', dissipation / net_power)
show('Coalescence integral, numerical', coal_num)
show('Coalescence integral, 16/315', 16 / 315)
show('Ideal time from zero radius to contact', t_ideal / 3600, 'h')
show('Held-stress time from a to contact', t_contact / 3600, 'h')
show('Held-stress time to 40 nm', t40_held / 3600, 'h')
show('Relaxing-stress time to 40 nm', t40_relax / 3600, 'h')
show('Confined stiffness', stiffness / 1000, 'GPa')
show('Spacing of voided boundaries', spacing, 'nm')
show('Arrest radius in confined line', a_arrest, 'nm')
show('Line stress at arrest', line_stress(a_arrest), 'MPa')
show('Square-array denominator', Q_square)
show('Applied stress*Omega/kT', sigma * Omega / kT)
show('Rate factor from stressed vacancies', vac_factor)
show('Plane-strain modulus', plane_modulus / 1000, 'GPa')
show('Elastic evening-out time', tau_elastic, 's')
show('Radius growth time a/(da/dt)', a0 / a_rate, 's')
show('Lattice/boundary transport ratio', lattice_ratio)
show('Needed surface/boundary width*D ratio', surface_ratio)
show('Rate factor for 0.1 eV lower barrier', np.exp(0.1 * q_e / (k_B * T)))
show('Lower temperature of use', T_use, 'K')
show('Rate there / rate at bake, same stress', M_use / M)
print('PASS')
```

It prints:

```
Temperature: 473 K
Void edge radius a: 30 nm
Cell radius b: 150 nm
Applied tension: 250 MPa
Surface energy: 1.7 J/m^2
Grain-boundary energy: 0.6 J/m^2
Atomic volume: 0.0118 nm^3
Boundary width*D prefactor: 5e+12 nm^3/s
Boundary activation energy: 1.08 eV
kT: 0.04076 eV
Boundary width*D at temperature: 15.55 nm^3/s
Transport coefficient M: 0.02809 nm^3/(MPa s)
Void angle psi: 79.84 degrees
Void volume factor h: 0.7739
Void area fraction f: 0.04
Denominator Q: 1.798
Capillary stress: 111.6 MPa
Critical void radius: 13.39 nm
Boundary stress at cell rim: 285.5 MPa
Opening speed: 1.384 nm/h
Void volume: 8.753e+04 nm^3
Void volume rate: 27.18 nm^3/s
Void volume rate, converted: 9.785e+04 nm^3/h
Part removed by diffusion: 26.09 nm^3/s
Edge radius rate: 11.18 nm/h
Dissipation / net power: 1
Coalescence integral, numerical: 0.05079
Coalescence integral, 16/315: 0.05079
Ideal time from zero radius to contact: 5.247 h
Held-stress time from a to contact: 5.976 h
Held-stress time to 40 nm: 0.9209 h
Relaxing-stress time to 40 nm: 1.27 h
Confined stiffness: 100 GPa
Spacing of voided boundaries: 2000 nm
Arrest radius in confined line: 47.19 nm
Line stress at arrest: 70.92 MPa
Square-array denominator: 1.822
Applied stress*Omega/kT: 0.4517
Rate factor from stressed vacancies: 1.41
Plane-strain modulus: 135.7 GPa
Elastic evening-out time: 62.96 s
Radius growth time a/(da/dt): 9660 s
Lattice/boundary transport ratio: 3.543e-08
Needed surface/boundary width*D ratio: 4.269
Rate factor for 0.1 eV lower barrier: 11.63
Lower temperature of use: 373 K
Rate there / rate at bake, same stress: 0.001043
PASS
```
